# Direction-dependent acceptor tails in a warped valence band, part 1

(Sections cited here and not found follow in the second part.)

## I. The decay rate from the poles of the Green function

Suppose the tail of an acceptor state in a direction $\mathbf n$ is found by putting $\mathbf k=iq\mathbf n$ into the valence-band dispersion and solving for $q$ at the acceptor level. In a warped band this radial rule generally gives too small a rate. For the model treated below, with Luttinger parameters $(10,\,1.5,\,4.5)$ and $\mathbf n$ along $[5\,2\,1]$, it gives $0.3501$ where the true rate is $0.3682$, in units in which the level energy divided by $\hbar^2/m_0$ is one. At thirty decay lengths the exponential alone is then too large by a factor $\exp[30(1-0.3501/0.3682)]\approx4.4$, and the density by about 19. A spherical band fails in another way: it gives the same rate in every direction. The correct rate comes from a point on the complex constant-energy surface that in general does not lie along $\mathbf n$.

### The band and its light-hole sheet

Hole energies are counted positive into the valence band, and the acceptor level lies at $-E$ with $E>0$. All energies are divided by $\hbar^2/m_0$, so $E$ has the unit of an inverse length squared. Repeated Cartesian indices are summed, unless a sum is written out. The four-band Luttinger Hamiltonian is

$$
H(\mathbf k)=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2\sum_iJ_i^2k_i^2-\gamma_3\sum_{i<j}(J_iJ_j+J_jJ_i)k_ik_j ,
$$

where the $J_i$ are the spin-$3/2$ matrices. I assume $\gamma_2,\gamma_3>0$ and $\gamma_1>2\max(\gamma_2,\gamma_3)$.

Its eigenvalues follow from splitting off $\tfrac12\gamma_1k^2$. Since $\tfrac54\gamma_2k^2=\gamma_2\sum_i\tfrac54k_i^2$, the remainder is

$$
W=-\gamma_2\sum_i\left(J_i^2-\tfrac54\right)k_i^2-\gamma_3\sum_{i<j}(J_iJ_j+J_jJ_i)k_ik_j .
$$

From $J_x^2+J_y^2=\tfrac{15}4-J_z^2$ one has $J_x^2-\tfrac54=-\tfrac12(J_z^2-\tfrac54)+\tfrac12(J_x^2-J_y^2)$, and the same for $J_y^2$ with the last sign reversed. Hence $W$ contains five matrices:

$$
J_z^2-\tfrac54,\qquad \frac{J_x^2-J_y^2}{\sqrt3},\qquad \frac{J_iJ_j+J_jJ_i}{\sqrt3}\quad(i<j).
$$

Order the basis as $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. Let Pauli matrices $\tau$ act between the first and second pair of states, and $\sigma$ within a pair. The five matrices are then $\tau_z\sigma_z$, $\tau_x$, and, for the pairs $xz$, $yz$, $xy$, $\tau_z\sigma_x$, $\tau_z\sigma_y$, $\tau_y$. Each squares to one and any two anticommute. So $W^2=w^2$ is a number, the sum of the squared coefficients:

$$
w^2=\gamma_2^2\left[\tfrac14(2k_z^2-k_x^2-k_y^2)^2+\tfrac34(k_x^2-k_y^2)^2\right]+3\gamma_3^2F,
$$

with $F=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. The bracket equals $k_x^4+k_y^4+k_z^4-F=k^4-3F$. Because $W$ is traceless, its eigenvalues $\pm w$ each occur twice. The upper one gives the light holes,

$$
\lambda(\mathbf k)=\tfrac12\gamma_1k^2+w,\qquad w=\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)F},
\tag{1}
$$

with projector $P=\tfrac12(1+W/w)$. Since $0\le F\le k^4/3$, the ratio $w/k^2$ lies between $\gamma_2$ and $\gamma_3$. The two sheets therefore touch only at $\mathbf k=0$, and the heavy-hole energy $\tfrac12\gamma_1k^2-w$ is positive elsewhere.

### The complex surface is a real surface in disguise

First let the acceptor potential $V$ have finite range. The bound state obeys $(H+E)\psi=-V\psi$, so that

$$
\psi(\mathbf r)=-\int G(\mathbf r-\mathbf r')V(\mathbf r')\psi(\mathbf r')\,d^3r',\qquad
G(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}\,[H(\mathbf k)+E]^{-1}.
$$

There is no singularity at real $\mathbf k$, because $H(\mathbf k)\ge0$. The Hamiltonian is quadratic, so $H(i\mathbf q)=-H(\mathbf q)$. For purely imaginary wavevector the singular surface $\det[H(\mathbf k)+E]=0$ becomes $\det[E-H(\mathbf q)]=0$: the ordinary hole surfaces at energy $+E$ inside the band. The light-hole sheet $\lambda(\mathbf q)=E$ is the inner one, because at given direction the larger band energy reaches $E$ at smaller $q$.

Now displace the integration to $\mathbf k+i\mathbf q$ with fixed real $\mathbf q$. Then

$$
H(\mathbf k+i\mathbf q)+E=H(\mathbf k)+E-H(\mathbf q)+iM,
$$

where $M$, the part bilinear in $\mathbf k$ and $\mathbf q$, is Hermitian. For any unit spinor $x$ the real part of the expectation value obeys

$$
\operatorname{Re}\,x^\dagger[H(\mathbf k+i\mathbf q)+E]x=x^\dagger H(\mathbf k)x+E-x^\dagger H(\mathbf q)x\ \ge\ E-\lambda(\mathbf q).
\tag{2}
$$

If $\lambda(\mathbf q)<E$, the matrix cannot annihilate a spinor and has an inverse. The same holds on the way there, since $\lambda(s\mathbf q)=s^2\lambda(\mathbf q)$ for $0\le s\le1$. No pole is crossed.

The integrand of $G$ falls as $k^{-2}$, which is too slow for an absolutely convergent integral. Two integrations by parts cure this:

$$
r_j^2G(\mathbf r)=-\int\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}\,\frac{\partial^2}{\partial k_j^2}[H(\mathbf k)+E]^{-1}\qquad(\text{no sum}),
$$

whose integrand falls as $k^{-4}$. The connecting pieces of the contour at infinity vanish, and the shift yields $|r_j^2G|\le C(\mathbf q)e^{-\mathbf q\cdot\mathbf r}$. With $\mathbf r=r\mathbf n$ one may take any $\mathbf q$ inside the light-hole sheet. The best exponent is approached as $\mathbf q$ tends to the point of the sheet that lies farthest along $\mathbf n$:

$$
\boxed{\ \kappa(\mathbf n)=\max\{\mathbf n\cdot\mathbf q:\ \lambda(\mathbf q)=E\}\ }
\tag{3}
$$

At the maximum $\mathbf q^*$ the surface is perpendicular to $\mathbf n$, so

$$
\nabla\lambda(\mathbf q^*)=v\,\mathbf n,\qquad v=\frac{2E}{\kappa(\mathbf n)} .
\tag{4}
$$

The value of $v$ follows from Euler's theorem for a function of degree two, $\mathbf q\cdot\nabla\lambda=2\lambda=2E$, whose left side at $\mathbf q^*$ is $v\,\mathbf n\cdot\mathbf q^*=v\kappa$.

### Why there is one stationary point

Warping can dent a constant-energy surface, and one might expect several competing stationary points. The light-hole sheet has no dents. Its energy is the maximum over unit spinors

$$
\lambda(\mathbf q)=\max_u u^\dagger H(\mathbf q)u .
$$

For fixed $u$ the function $f_u(\mathbf q)=u^\dagger H(\mathbf q)u$ is a positive definite quadratic form, because both hole energies are positive. A maximum of strictly convex functions is strictly convex, so the region $\lambda\le E$ is a strictly convex body. It has one farthest point in each direction.

The curvature at that point is also under control. Take $u$ as an eigenvector at $\mathbf q^*$. Then $\lambda-f_u\ge0$ everywhere and vanishes at $\mathbf q^*$, so its second derivatives there form a non-negative matrix. The Hessian $\Lambda_{ij}=\partial^2\lambda/\partial q_i\partial q_j$ is therefore at least as large as the positive definite Hessian of $f_u$. The stationary point is never degenerate within the stated parameter range.

When $\gamma_2\to0$ at fixed $\gamma_3$, the two sheets meet along $\langle100\rangle$ and the light sheet acquires a sharp tip there. The bound on $G$ survives. The smooth expansion used below fails for directions within the angle $\arctan(\sqrt3\gamma_3/\gamma_1)$ of a $\langle100\rangle$ axis, because there $\mathbf q^*$ is the tip itself; outside these cones $\mathbf q^*$ remains a smooth point with finite curvature. When $\gamma_1$ falls below $2\max(\gamma_2,\gamma_3)$, the heavy-hole energy is negative in some directions and inequality (2) no longer protects the contour.

### How far the radial rule misses

Any point of the sheet with positive component $c$ along $\mathbf n$ can be written $\mathbf q=c(\mathbf n+\mathbf p)$ with $\mathbf p\perp\mathbf n$. The condition $c^2\lambda(\mathbf n+\mathbf p)=E$ gives $c$, and its largest value is

$$
\kappa(\mathbf n)=\left[\frac{E}{\min_{\mathbf p\perp\mathbf n}\lambda(\mathbf n+\mathbf p)}\right]^{1/2}.
\tag{5}
$$

The radial rule sets $\mathbf p=0$ and gives $\kappa_{\rm rad}=[E/\lambda(\mathbf n)]^{1/2}\le\kappa$. If $\mathbf n$ is a rotation axis of the crystal, the two agree. Averaging $\mathbf q^*$ over the rotations about $\mathbf n$ gives a point on the axis, inside the convex body and with unchanged $\mathbf n\cdot\mathbf q$, so the maximum is reached on the axis. This covers $[100]$, $[110]$ and $[111]$.

For a small tilt, let $\mathbf g$ be the part of $\nabla\lambda(\mathbf n)$ perpendicular to $\mathbf n$ and $\Lambda_\perp$ the transverse $2\times2$ block of the Hessian at $\mathbf n$. Then

$$
\lambda(\mathbf n+\mathbf p)\approx\lambda(\mathbf n)+\mathbf g\cdot\mathbf p+\tfrac12\mathbf p\cdot\Lambda_\perp\mathbf p .
$$

The minimum is at $\mathbf p=-\Lambda_\perp^{-1}\mathbf g$ and lowers $\lambda$ by $\tfrac12\mathbf g\cdot\Lambda_\perp^{-1}\mathbf g$. Expanding the inverse square root in (5),

$$
\frac{\kappa}{\kappa_{\rm rad}}-1\approx\frac{\mathbf g\cdot\Lambda_\perp^{-1}\mathbf g}{4\lambda(\mathbf n)} .
\tag{6}
$$

The error is of second order in the slope of the warping, whereas the variation of $\kappa$ between crystal axes is of first order.

### The leading term, with its prefactor

Move the contour to $\mathbf k+i\mathbf q^*$. The estimate (2) now has $E-\lambda(\mathbf q^*)=0$, but $x^\dagger H(\mathbf k)x$ is positive for $\mathbf k\ne0$. The only singular point on the shifted contour is thus $\mathbf k=0$. Away from it the contour can be pushed slightly farther along $\mathbf n$, which makes that part exponentially smaller. The leading term comes from the pole near $\mathbf k=0$.

Write the full wavevector as $i\mathbf Q$, with transverse part $\mathbf Q_\perp=\mathbf q^*_\perp-i\mathbf t$ and $\mathbf t$ real and small. Near the sheet,

$$
[H(i\mathbf Q)+E]^{-1}=[E-H(\mathbf Q)]^{-1}=\frac{P}{E-\lambda(\mathbf Q)}+\text{regular},
$$

since the heavy-hole part is not singular there. Let the light sheet be $Q_\parallel=s(\mathbf Q_\perp)$. With $k_\parallel=iQ_\parallel$ and the pole at $k_p=is$,

$$
E-\lambda\approx-v(Q_\parallel-s)=iv(k_\parallel-k_p).
$$

Closing the $k_\parallel$ integral upward gives $2\pi i/(2\pi)$ times the residue $e^{ik_pr}P/(iv)$, that is, $Pe^{-sr}/v$. The factor $e^{i\mathbf k_\perp\cdot\mathbf r}$ is one because $\mathbf r$ lies along $\mathbf n$.

At $\mathbf q^*$ the height $s$ is greatest and equals $\kappa$. Differentiating $\lambda(\mathbf Q_\perp,s)=E$ twice, at the point where the first derivatives of $s$ vanish, gives $\Lambda_{ab}+v\,\partial_a\partial_bs=0$ for the transverse indices $a,b$. Hence, with $\delta\mathbf Q_\perp=-i\mathbf t$,

$$
s=\kappa-\frac{1}{2v}\Lambda_{ab}(-it_a)(-it_b)=\kappa+\frac1{2v}\Lambda_{ab}t_at_b .
$$

The maximum over real $\mathbf q$ has become a minimum of the damping along the displaced contour, and the Gaussian integral converges:

$$
\int\frac{d^2t}{(2\pi)^2}\exp\left(-\frac{r}{2v}\Lambda_{ab}t_at_b\right)=\frac{v}{2\pi r\sqrt{\det\Lambda_\perp}},
$$

with $\Lambda_\perp$ now evaluated at $\mathbf q^*$. The factors $v$ cancel, and

$$
G(r\mathbf n)\approx\frac{P(\mathbf q^*)\,e^{-\kappa(\mathbf n)r}}{2\pi r\sqrt{\det\Lambda_\perp}} .
\tag{7}
$$

For one isotropic band, $\lambda=q^2/2$, this is $e^{-\kappa r}/(2\pi r)$, the known Green function of $-\tfrac12\nabla^2+\tfrac12\kappa^2$.

To return to the acceptor, define $S_0(\mathbf r)=r\kappa(\mathbf n)=\mathbf r\cdot\mathbf q^*(\mathbf n)$. Its differential is $\mathbf q^*\cdot d\mathbf r+\mathbf r\cdot d\mathbf q^*$. The second term vanishes, because $d\mathbf q^*$ is tangent to the sheet and $\mathbf r$ is normal to it. So

$$
\nabla S_0=\mathbf q^*(\mathbf n).
\tag{8}
$$

For a source of finite range, $S_0(\mathbf r-\mathbf r')\approx S_0(\mathbf r)-\mathbf q^*\cdot\mathbf r'$ at large $r$. The tail is (7) acting on the spinor $\mathbf c=-\int e^{\mathbf q^*\cdot\mathbf r'}V\psi\,d^3r'$. The rate is $\kappa$ if $P\mathbf c\ne0$. A particular member of the quartet can lose its leading term in a direction where $P\mathbf c=0$; such cases are excluded here. They are not rare: if $V$ has full cubic symmetry, then along $[100]$, with $m$ quantized along that axis, the fourfold symmetry makes $\mathbf c$ of the members $m=\pm\tfrac32$ a pure $m=\pm\tfrac32$ spinor, which $P$ annihilates, so on this axis (7) describes only the members $m=\pm\tfrac12$. A real acceptor site has only tetrahedral symmetry; a central-cell term of the form $xyz$ in $V$ mixes $m=\pm\tfrac32$ with $m=\mp\tfrac12$ in $\mathbf c$, and the cancellation is then not exact.

### A strongly warped case

For the parameters $(10,1.5,4.5)$, $E=1$ and $\mathbf n\parallel[5\,2\,1]$, the stationary point gives $\kappa=0.36816$, and $\mathbf q^*$ is tilted from $\mathbf n$ by $16.2^\circ$. Minimizing matrix eigenvalues as in (5) returns the same value.

An independent value comes from the trace of $G$, computed by collecting the upper-half-plane poles in $k_\parallel$ at each real $\mathbf k_\perp$ and integrating over the plane. At $\mathbf k_\perp=0$ the slowest term decays at the radial rate $0.3501$. The integral over the plane nevertheless decays faster, because contributions with different phases cancel. Its rate, after removal of the factor $1/r$ and taken between $\kappa r=60$ and 120, is $0.3679$, within 0.1% of $\kappa$.

The computed trace divided by that of (7) is $0.807$, $0.911$ and $0.957$ at $\kappa r=30$, 60 and 120. The deficit roughly halves at each doubling, as expected for a correction of relative order $1/r$. Extrapolation to infinite distance gives $0.999$, which tests the prefactor as well as the rate.

## II. The same rate from the wave equation, and germanium

The symbols carried over are these. $H(\mathbf k)$ is the four-band hole Hamiltonian in units of $\hbar^2/m_0$, $\lambda$ its light-hole eigenvalue (1), and $P$ the projector on the light-hole doublet. The level lies at $-E$. In direction $\mathbf n$ the rate is $\kappa=\mathbf n\cdot\mathbf q^*$, where $\mathbf q^*$ is the point of the convex surface $\lambda=E$ with normal $\mathbf n$. There $\nabla\lambda=v\mathbf n$ with $v=2E/\kappa$, and $S_0=r\kappa(\mathbf n)$ has gradient $\mathbf q^*$. The first derivation needed a potential of finite range. The second works with the differential equation far from the acceptor and admits its Coulomb field.

For a potential of finite range, the decay rate along $\mathbf n$ is set by the point of the light-hole surface that lies farthest in that direction, and the leading term of the Green function is known with its prefactor. It remains to derive the same rate from the wave equation, include the Coulomb field, and apply the result to germanium.
